Why splitting an exposure averages dose errors but not photon shot noise

**Question.** A resist is to receive a fixed total dose. It can be given in one pass, or in M passes of one M-th of the dose each. Each pass has its own random dose error, and the photons absorbed in a small window of the resist fluctuate as well. Both disturbances are random and independent from pass to pass. Why does splitting the dose average out the first and not the second?

**Answer.** What matters is how many independent random draws make up the total, and whether splitting changes that number.

A dose error, in the sense used here, is one draw per pass. If the source runs 3 % too bright during a pass, every part of that pass is 3 % too strong. With a single pass, one draw decides the whole dose. With four passes there are four draws, each governing a quarter of the dose, and they partly cancel. Splitting has created new independent draws.

Photon absorptions are independent already. At a given light intensity, the absorptions in one short interval tell us nothing about those in the next. A pause between passes cuts this stream into pieces, but it makes no two absorptions more independent than they were. The expected number of absorptions is the same, so the scatter of their sum is the same.

One objection needs an answer. The passes do give M independent photon counts, and averaging M independent quantities reduces their scatter. This is true, but each pass now holds fewer photons, so its relative scatter has grown. The growth and the averaging cancel, as the formulas show.

**The photon count without dose errors**

Let Λ be the mean number of photons reaching the window, and let their number follow the Poisson distribution, which describes independent arrivals at a given intensity. Each photon is absorbed with probability p, independently of the others. To find k absorbed photons, k + j must arrive and j must escape:

P(k) = Σ_j e^(−Λ) Λ^(k+j)/(k+j)! · (k+j)!/(k! j!) · p^k (1−p)^j

The factorials (k+j)! cancel, and the factors that do not contain j come out of the sum:

P(k) = e^(−Λ) (pΛ)^k/k! · Σ_j [Λ(1−p)]^j/j!

The sum is the exponential series, equal to e^(Λ−pΛ). Hence

P(k) = e^(−pΛ) (pΛ)^k/k!

The absorbed count is again Poisson, with mean N = pΛ.

The variance of a Poisson count with mean μ follows from the average of k(k−1). The terms k = 0 and k = 1 vanish, and in the others k(k−1)/k! = 1/(k−2)!, so

⟨k(k−1)⟩ = μ² Σ_(k≥2) e^(−μ) μ^(k−2)/(k−2)! = μ²

Var(k) = ⟨k(k−1)⟩ + ⟨k⟩ − ⟨k⟩² = μ² + μ − μ² = μ

The variance equals the mean, and the relative variance is μ/μ² = 1/μ.

Now add two passes with means a and b. The probability of n absorptions in total is

P(n) = Σ_k e^(−a) a^k/k! · e^(−b) b^(n−k)/(n−k)!

Multiplying and dividing by n! turns the factorials into binomial coefficients:

P(n) = e^(−(a+b))/n! · Σ_k [n!/(k!(n−k)!)] a^k b^(n−k) = e^(−(a+b)) (a+b)^n/n!

The last step is the binomial theorem. The sum is Poisson with mean a + b, and adding further passes one at a time repeats the argument. M passes of mean N/M therefore give a Poisson count of mean N, whatever M is. The whole distribution is unchanged, not just its width.

This also settles the objection. One pass has relative variance 1/(N/M) = M/N. The relative error of the total is the average of the M relative errors of the passes, and averaging M independent quantities divides the variance by M:

(1/M) · (M/N) = 1/N

**Adding the dose errors**

Let pass m deliver the fraction 1 + e_m of its nominal dose. The error e_m has zero mean and standard deviation s, is constant during the pass, and is independent of the errors of other passes. One further condition carries the result: s stays the same when the dose per pass is made smaller. The resist is assumed to add the passes without loss.

For given errors, the total count n is Poisson with mean

Σ_m (N/M)(1 + e_m) = N(1 + E), where E = (1/M) Σ_m e_m

Split the deviation from the nominal mean into two parts:

n − N = [n − N(1+E)] + N E

The bracket is the photon noise at the dose actually delivered. For any given E it averages to zero, so its product with N E averages to zero too, and no cross term survives when the equation is squared. The mean square of the bracket at given E is the Poisson variance N(1+E), which averages to N because E has zero mean. Therefore

Var(n) = N + N² Var(E)

In E² the products e_m e_k with m ≠ k average to zero, by independence. The M squares remain:

Var(E) = (1/M²) · M s² = s²/M

Dividing the count variance by N² gives the result:

Var(n)/N² = 1/N + s²/M

For M = 1 it is 1/N + s². For very large M it falls to 1/N and no further. The two terms are equal at M = N s²; beyond that number of passes the photons dominate.

**What the two parts do to neighbouring windows**

Take two separate, equal windows A and B in the same exposure. They share the dose error E, but their photon noise is independent. In the product of their deviations only the shared part survives the average:

Cov(n_A, n_B) = N² Var(E) = N² s²/M

In the difference n_A − n_B the shared part N E cancels. Two independent photon noises remain, each of mean square N, so

½⟨(n_A − n_B)²⟩ = N

The dose error moves all windows up or down together, and more passes reduce that common motion. Shot noise makes nominally identical windows differ within one exposure, and this difference does not depend on M.

**When dose errors do not average as 1/M**

The factor 1/M belongs to one kind of error. Other kinds behave differently.

*Unequal passes.* If pass m carries the share w_m of the dose, with Σ w_m = 1, then E = Σ w_m e_m and Var(E) = s² Σ w_m². Since

Σ (w_m − 1/M)² = Σ w_m² − 2/M + 1/M = Σ w_m² − 1/M

cannot be negative, Σ w_m² is at least 1/M, and equal shares are best.

*Correlated errors.* Let each pair of passes have correlation r, so that ⟨e_m e_k⟩ = r s². There are M(M−1) ordered pairs, and

Var(E) = (1/M²)[M s² + M(M−1) r s²] = s² [1 + (M−1) r]/M

For positive r this tends to r s² at large M. A calibration error common to all passes has r = 1 and is not averaged at all. A negative r does better than independence. A controller that measures the dose of one pass and corrects the next can work in this direction: if the uncorrected errors are independent, it makes the errors of neighbouring passes negatively correlated, though not every pair to the same degree. If the uncorrected errors drift slowly, it still reduces the error of the total dose, but the correlation left between neighbouring passes depends on how strongly it corrects: weak correction can leave it large and positive, and full correction can bring it to zero or below. It still cannot remove the shot noise, because it measures the beam and not the photons absorbed in each window.

*Errors that vary quickly within a pass.* Let the full dose consist of K pulses whose energies have independent relative errors of standard deviation j. One pass contains K/M pulses and has relative variance j²M/K. Averaging M passes gives j²/K, independent of M. This is a dose error, common to all windows, yet splitting leaves it unchanged, as it does shot noise, because its draws were independent before the dose was split.

*Errors of fixed absolute size.* Suppose that each pass adds an independent error of standard deviation d, measured as a fraction of the full dose, however short the pass is. Jitter in the closing time of a shutter at fixed beam power is of this kind. The variances add to M d², and splitting does harm. If this error is present together with the first kind, and independent of it, the dose variance is s²/M + M d². Treating M as continuous and setting the derivative −s²/M² + d² to zero gives the best number of passes, M = s/d. For s = 3 % and d = 1 % that is three passes.

**A numerical case**

Consider extreme-ultraviolet exposure of a chemically amplified resist on a small research tool. The following are rough typical values: wavelength 13.5 nm, total dose 30 mJ/cm², film thickness 40 nm and absorption coefficient 5 per µm. The window is 20 nm × 20 nm, and the dose error of one pass is set to s = 3 %.

The photon energy is hc/λ = 91.84 eV, or 1.4714 × 10⁻¹⁷ J. The dose is 300 J/m² and the window area is 4 × 10⁻¹⁶ m², so the mean number of arriving photons is

Λ = 300 × 4 × 10⁻¹⁶ / (1.4714 × 10⁻¹⁷) ≈ 8155

The absorbed fraction is p = 1 − exp(−5 × 0.040) = 0.1813, which gives

N = 0.1813 × 8155 ≈ 1478

The relative shot noise is 1/√1478 = 2.60 % for every M. For four passes the dose part is 3 %/√4 = 1.50 %, and the total is √(2.60² + 1.50²) % = 3.00 %. A single one of these four passes has a shot noise of 5.20 %, twice that of the full exposure; averaging four of them returns 2.60 %.

At fixed total dose the noise changes with M as follows:

M = 1: dose part 3.00 %, total 3.97 %
M = 2: dose part 2.12 %, total 3.36 %
M = 4: dose part 1.50 %, total 3.00 %
M = 8: dose part 1.06 %, total 2.81 %
M = 16: dose part 0.75 %, total 2.71 %

The two parts would be equal at M = 1478 × 0.03² = 1.33. The dose error is thus the larger part for one pass, and the shot noise is the larger part from two passes on. Going from one pass to four removes about one percentage point from the total; going from four to sixteen removes 0.3.

If the pass errors had a pair correlation of 0.25, the dose part for four passes would be 3 % × √(1.75/4) = 1.98 % instead of 1.50 %, and no number of passes would bring it below 1.50 %.

Shot noise falls when more photons are absorbed. Four passes at the full dose each give a mean of 4N and a relative noise of 1/√(4N) = 1.30 %. Here the total dose is no longer fixed: it has been multiplied by four, and the resist and process would have to suit the larger dose.

**Rare low counts**

A small change in the width of a distribution can change its far tail greatly. As an illustration, call a window low if it absorbs at least 15 % fewer photons than nominal, that is, 1256 or fewer. This is a chosen mark, not a measured limit at which a feature fails. With Gaussian pass errors, E is Gaussian with standard deviation s/√M. Averaging the Poisson probability of a low count over E by numerical integration gives

M = 1: 5.6 × 10⁻⁵
M = 4: 1.4 × 10⁻⁷
M = 16: 6 × 10⁻⁹
no dose error: 1.6 × 10⁻⁹

Four passes reduce the probability about 400 times, although the total noise falls by only a quarter. The mark lies 15/3.97 = 3.8 standard deviations below the mean for one pass and 15/3.00 = 5.0 for four, and the tail drops steeply between these points. A Gaussian of the same widths would give 7.9 × 10⁻⁵ and 2.9 × 10⁻⁷, a factor of about 270; the low tail of the count distribution is thinner than that. The last line is the photon floor, which splitting cannot lower. Among 10⁹ such windows it still means one or two low ones on average.

These probabilities are averages over many exposures. Low windows caused by dose error come together, in the exposures that happen to be weak; those at the photon floor are scattered independently. The values for small M also rely on the Gaussian form of the dose errors well away from their centre. A tool that rejects or repairs badly dosed passes would have a thinner tail.

**How the model compares with a real exposure**

A pass error of 3 % is far larger than is typical of a production scanner, where feedback holds the dose to roughly a few tenths of a percent. With s = 0.3 % and everything else unchanged, the total is 2.618 % for one pass and 2.605 % for four. Splitting then gains almost nothing, because the noise is nearly all photon noise. To reduce the scatter of a single window, multi-pass exposure is worth considering when N s² is not small compared with one, the pass errors are independent, s does not grow as the dose per pass is made smaller, and the cost in time and alignment is acceptable. The part of the common dose error that comes from independent pass errors of fixed relative size s still falls as s/√M, whatever N is, which can matter if the average over many windows must be the same from one exposure to the next.

Two neglected source effects are small in the example with s = 3 %. With 1000 pulses in total and 10 % energy jitter, the dose noise is 10 %/√1000 = 0.32 % for every M. Added in quadrature, it raises the four-pass total from 3.00 % to 3.02 %. With s = 0.3 %, however, it would exceed the pass error, and it would set a floor to the common dose error that splitting cannot lower. Polarised light from a thermal-like source also fluctuates in intensity, by about 100 % from one coherence time to the next, and unpolarised light by somewhat less. For a bandwidth of 2 % the coherence time is about λ/(0.02 c) = 2.25 fs. Pulses of 20 ns give 20 µs of light in all, or about 9 × 10⁹ independent intervals. The extra relative variance is the inverse of that number, about 2 × 10⁻⁷ of the shot variance. These figures hold for a flat spectrum; a Gaussian or Lorentzian line of the same width at half maximum gives a shorter coherence time (1.5 fs or 0.7 fs) and a correspondingly smaller variance.

The resist matters more. Suppose that each absorbed photon releases a Poisson number of acid molecules with mean g = 2. For a given photon count n, the acid number has mean gn and variance gn. Over all n its variance is gN + g²N, and dividing by (gN)² gives the relative variance (1 + 1/g)/N. Without dose error, and with acid generator in ample supply, the noise is then 3.19 % instead of 2.60 %. It depends on the total photon count, so splitting leaves it unchanged too.

The acid generator can also run short. At a density of 0.3 per nm³ the film under the window holds 4800 generator molecules, against 2 × 1478 acids expected without depletion. The ratio is L = 0.62, so the supply in this example is not ample and the 3.19 % above does not apply to it as it stands. If the unconverted fraction decays exponentially with accumulated dose, the converted fraction is 1 − e^(−L) = 46 %, and a small relative change of dose changes the acid number by L e^(−L)/(1 − e^(−L)) = 0.72 times as much. The formula for Var(n)/N² is therefore a statement about absorbed photons, and not directly about acids or printed size. Loss of acid between passes would break the assumption of simple addition, and its size is not estimated here.

Finally, passes must land on top of one another. Take an image of intensity 1 + cos(2πx/P) with pitch P = 40 nm and a window 20 nm wide centred on a maximum. A pass displaced by 1 nm loses 0.48 % of its count in the window, since what one side loses the other nearly regains. At the window edge, x = 10 nm, the intensity of that pass changes from 1 to 1 + cos(2π × 9/40), a rise of 15.6 %. In the total dose this change is weighted by 1/M. For the position of a printed edge, alignment can thus matter more than the dose errors that the passes were meant to average. Splitting does not create this sensitivity: a single pass displaced by 1 nm moves the edge by the full 1 nm, and displacements that are independent between passes partly cancel as well. What splitting does create is blur, because passes displaced relative to one another lower the contrast of the summed image. For four passes with independent displacements of standard deviation 1 nm the contrast falls by about 0.9 % on average, and by about 3.7 % for 2 nm, which changes the printed width unless the edge lies at the mean intensity.

Numerical values quoted here were computed with a short program.
